# Image Charges and the Apparent Hubbard U in Silicon Supercells

A point defect in silicon has three charge states, $q=+1,0,-1$ in units of the elementary charge $e$. Its energies $E(q)$ are computed in a periodically repeated cubic cell of 64 atoms, with side $L=2a$. For $q\neq0$ a uniform background makes the cell neutral, and the average electrostatic potential is set to zero. Energies obtained in this way, with nothing added, are called raw.

Data: $a=0.543$ nm, relative dielectric constant $\varepsilon=11.7$ and band gap 1.12 eV (rough values for silicon); $k_e=e^2/4\pi\epsilon_0=1.43996$ eV nm. Energies are in eV and lengths in nm. The host is treated as a linear, isotropic medium.

## (a) Levels and U

**Question.** Let $E_F$ be the Fermi level measured from the valence-band edge. Express the levels $\epsilon(+/0)$ and $\epsilon(0/-)$, and the Hubbard parameter $U$, through the energies $E(q)$. How does $U$ respond to a potential offset $v_0$ common to all charge states?

**Answer.** A defect of charge $q$ has given $q$ electrons to a reservoir at $E_F$. Its formation energy is therefore $E(q)+qE_F$, apart from terms common to all three states; the band-edge energy is absorbed in $E(q)$. A level is the Fermi energy at which two states have equal formation energy:

$$E(+)+\epsilon(+/0)=E(0)\;\Rightarrow\;\epsilon(+/0)=E(0)-E(+),$$
$$E(0)=E(-)-\epsilon(0/-)\;\Rightarrow\;\epsilon(0/-)=E(-)-E(0).$$

The Hubbard parameter is the distance between them,

$$U=\epsilon(0/-)-\epsilon(+/0)=E(+)+E(-)-2E(0).$$

A common offset adds $qv_0$ to $E(q)$. The change in $U$ is $v_0-v_0-0=0$. Both levels move by $-v_0$, and their separation stays the same.

## (b) The potential of the images

**Question.** Unit point charges sit on a simple cubic lattice of spacing $L$ in a uniform neutralizing background, in vacuum. Write the potential at one charge, without its own $1/r$, as $-\alpha/L$ in units where a unit charge has potential $1/r$. The average potential is zero. Find $\alpha$.

**Answer.** Divide space into cubes of side $L$, each holding one charge at its centre and its share of background. A cube has no net charge, by inversion symmetry no dipole or octupole, and by cubic symmetry no quadrupole. Its outside potential falls as $r^{-5}$, so the sum over cubes converges.

*Sum over cubes.* Take a block of $(2N+1)^3$ cubes around the chosen charge. The background contributes minus the integral of $1/r$ over the block, divided by $L^3$. This integral scales as the square of the block's side, so

$$\phi_N=\frac1L\left[\sum_{\mathbf n\neq0}\frac1{|\mathbf n|}-(2N+1)^2J\right],\qquad J=\int_{\text{unit cube}}\frac{d^3r}{r}.$$

To find $J$, cut the unit cube into six pyramids with apex at the centre. A point in a pyramid is $t\mathbf r_f$, with $\mathbf r_f$ on the face and $0<t<1$. The volume element is $\tfrac12t^2\,dt\,dA$, since the height is $\tfrac12$. The integral over $t$ of $t^2/t$ gives another $\tfrac12$, and

$$J=6\cdot\frac14\int_{\text{face}}\frac{dx\,dy}{\sqrt{\tfrac14+x^2+y^2}}=2.38008.$$

*Average potential.* The sum fixes the potential relative to zero far from each cube, so its average need not vanish. Let $\phi_c$ be the potential of one cube with charge density $\rho_c$. The average of the periodic potential is $L^{-3}\int\phi_c\,d^3r$ over all space. Use $\nabla^2r^2=6$ and Green's theorem; the surface terms vanish because $\phi_c\sim r^{-5}$:

$$6\int\phi_c\,d^3r=\int r^2\nabla^2\phi_c\,d^3r=-4\pi\int r^2\rho_c\,d^3r.$$

The point charge contributes nothing to the last integral. The background contributes $-3\times L^2/12=-L^2/4$. Hence

$$\bar\phi=\frac1{L^3}\left(-\frac{2\pi}{3}\right)\left(-\frac{L^2}{4}\right)=\frac{\pi}{6L}=\frac{0.52360}{L}.$$

*Result.* Subtracting the average gives

$$\alpha=\frac\pi6-\lim_{N\to\infty}L\phi_N .$$

For $N=1$ there are 6 neighbours at distance 1, 12 at $\sqrt2$ and 8 at $\sqrt3$. The bracket is $19.1041-9(2.38008)=-2.3166$, which already gives $\alpha\approx2.840$. A block with 61 charges along each edge gives $\alpha=2.83730$, and Ewald summation gives the same value.

## (c) The error in U

**Question.** Find the leading difference between the periodic and the isolated energy of a localized charge $q$ in the dielectric. Show that omitting the image correction lowers the apparent $U$ by about 0.32 eV.

**Answer.** Build up the charge and its background together by a factor $\lambda$ from 0 to 1. In a linear medium the potential is also proportional to $\lambda$. The work is therefore $\int_0^1\lambda\,d\lambda=\tfrac12$ times the final charge multiplied by the final potential. This work includes the energy stored in the polarization.

The background is uniform and the average potential is zero, so the background contributes nothing to the product of charge and potential. What remains is $\tfrac12q$ times the potential at the defect. That potential has two parts: the defect's own screened potential, which is also present for an isolated defect, and the part due to images and background. The second part is $-\alpha qk_e/(\varepsilon L)$, because at distance $L$ the medium reduces potentials by $\varepsilon$. Thus

$$E_{\rm per}(q)-E_{\rm iso}(q)=-q^2C,\qquad C=\frac{\alpha k_e}{2\varepsilon L}.$$

The sign is negative because $\alpha>0$: in a cubic cell the attraction to the background outweighs the repulsion of the like images. This depends on the cell shape; in a tetragonal cell with $c/a=4$ the sign is reversed. Since $q$ enters squared, both charged states are too low by the same $C$. The neutral state has no monopole and is unaffected at this order. Therefore

$$U_{\rm raw}=[E_{\rm iso}(+)-C]+[E_{\rm iso}(-)-C]-2E_{\rm iso}(0)=U-2C.$$

With $L=2(0.543)=1.086$ nm,

$$C=\frac{2.8373\times1.43996}{2\times11.7\times1.086}\ \text{eV}=0.161\ \text{eV},\qquad 2C=0.32\ \text{eV}.$$

This is the stated lowering. It is the long-range, leading-order part of the error in raw energies.

At fixed $\varepsilon$ the error falls as $1/L$, that is, as the cube root of the inverse number of atoms. It is still 0.21 eV for 216 atoms and 0.16 eV for 512. Eight times as many atoms only halve it, so enlarging the cell is a slow remedy.

## (d) An apparent negative U

**Question.** A model defect has raw levels $\epsilon(+/0)=0.60$ eV and $\epsilon(0/-)=0.50$ eV. Correct them. In what range of $E_F$ is the neutral state lowest, before and after correction? Find the largest neutral fraction at 300 K if the neutral state has spin degeneracy 2 and the charged states have degeneracy 1.

**Answer.** The raw value is $U=0.50-0.60=-0.10$ eV. Correction raises $E(+)$ and $E(-)$ by $C$. By part (a), this lowers the first level and raises the second:

$$\epsilon(+/0)=0.600-0.161=0.439\ \text{eV},\qquad\epsilon(0/-)=0.500+0.161=0.661\ \text{eV}.$$

The corrected $U$ is $+0.22$ eV. The midpoint stays at 0.55 eV, because both charged states rise equally.

The neutral state is lowest when $\epsilon(+/0)<E_F<\epsilon(0/-)$. With the raw levels no such $E_F$ exists: the stable charge jumps from $+$ to $-$ at 0.55 eV. With the corrected levels the window is 0.22 eV wide. A scan of the Fermi level across the gap finds these same widths, zero and 0.222 eV.

For the neutral fraction, set $E(0)=0$. The Boltzmann weights are $2$ for the neutral state and

$$w_\pm=\exp\{-[E(\pm)\pm E_F]/k_BT\}$$

for the charged states. The Fermi level cancels in the product, $w_+w_-=e^{-U/k_BT}$. At fixed product, the sum $w_++w_-$ is smallest when the two weights are equal, and is then $2e^{-U/2k_BT}$. The largest neutral fraction is therefore

$$f_0=\frac{2}{2+2e^{-U/2k_BT}}=\frac1{1+e^{-U/2k_BT}},$$

reached at the midpoint. With $k_BT=0.0259$ eV, the raw $U$ gives $f_0=0.13$ and the corrected $U$ gives $f_0=0.99$. The omission thus changes the predicted charge state near midgap from mostly charged to almost entirely neutral. At leading order, any defect with a true $U$ between 0 and $2C$ shows a false negative $U$ in this cell.

## (e) The next order in the cell size

**Question.** Give the defect charge a Gaussian profile proportional to $e^{-r^2/2\sigma^2}$. Let two unit charges in the host interact through

$$v(r)=k_e\left[\frac1{\varepsilon r}+\left(1-\frac1\varepsilon\right)\frac{e^{-r/\ell}}{r}\right],$$

which is unscreened at short distance. Find the $1/L^3$ term and judge the figure of 0.32 eV.

**Answer.** The Fourier transform of $1/r$ is $4\pi/k^2$, and that of $e^{-r/\ell}/r$ is $4\pi\ell^2/(1+k^2\ell^2)$. The squared Gaussian form factor is $e^{-k^2\sigma^2}$. For $q=\pm1$ the periodic energy is

$$E_{\rm per}=\frac{k_e}{2L^3}\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}W(G),\qquad W(k)=e^{-k^2\sigma^2}\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2\ell^2}{1+k^2\ell^2}\right].$$

The term $\mathbf G=0$ is absent because the average potential is zero. Split $W(k)=1/\varepsilon+k^2S(k)$. The first part describes point charges with interaction $k_e/\varepsilon r$ and gives $-C$, as in (c). The second part contributes

$$\frac{2\pi k_e}{L^3}\left[\sum_{\text{all }\mathbf G}S(G)-S(0)\right].$$

By Poisson's formula, $L^{-3}\sum_{\mathbf G}S(G)$ equals the sum over lattice vectors $\mathbf R$ of the real-space function belonging to $S$. The term $\mathbf R=0$ belongs to the isolated defect and cancels in the difference. (For the Gaussian charge it contains minus the divergent self-energy of a point charge, which cancels the self-energy in the first part.) The terms $\mathbf R\neq0$ are negligible when $\sigma,\ell\ll L$, because this function is short-ranged. What survives is $-S(0)$.

To find $S(0)$, expand $W$ to order $k^2$:

$$W=(1-k^2\sigma^2)\frac1\varepsilon+\left(1-\frac1\varepsilon\right)k^2\ell^2+\dots$$

Hence

$$E_{\rm per}-E_{\rm iso}=-C-\frac{2\pi k_ec}{L^3},\qquad c=S(0)=\left(1-\frac1\varepsilon\right)\ell^2-\frac{\sigma^2}{\varepsilon}.$$

The lowering of $U$ becomes $2C+4\pi k_ec/L^3$. Incomplete screening near the defect increases it, and spreading of the charge reduces it.

For $\sigma=0.10$ nm and $\ell=0.05$ nm, $c=0.002286-0.000855=0.001431$ nm$^2$. The extra term is $4\pi(1.43996)(0.001431)/1.281=0.0202$ eV, which with $2C=0.3215$ eV gives 0.342 eV in total. Evaluating the reciprocal-lattice sum and the isolated integral directly gives:

| $\sigma$ (nm) | $\ell$ (nm) | lowering of $U$ (eV) |
|---|---|---|
| 0.10 | 0.05 | 0.342 |
| 0.20 | 0.05 | 0.305 |
| 0.10 | 0.10 | 0.438 |

The Thomas–Fermi length for silicon's valence density, 0.048 nm, suggests the smaller $\ell$. It is a guide and does not determine the screening around a particular defect. Doubling $\ell$ adds about 0.1 eV, but $\ell=0.10$ nm is a sensitivity test: model dielectric functions for bulk silicon correspond to $\ell$ of roughly 0.03–0.06 nm, depending on the function and on the wavevector at which it is matched. The width of the charge also matters: doubling $\sigma$ to 0.20 nm removes 0.04 eV, and $\sigma=0.30$ nm with $\ell=0.05$ nm gives a lowering of only 0.24 eV. The short-range term therefore need not be small in a 64-atom cell.

The leading coefficient can be isolated without knowing $c$. If $D(L)=-A/L-B/L^3$, then $L^3D=-AL^2-B$, and subtracting the values for two cells removes $B$:

$$A=-\frac{L_2^3D(L_2)-L_1^3D(L_1)}{L_2^2-L_1^2}.$$

Model energies for the 216- and 512-atom cells, with $\sigma=0.10$ nm and $\ell=0.05$ nm, give $2A/L=0.3215$ eV at the 64-atom $L$. This agrees with $2C$. The subtraction amplifies errors: an error in $D(L_2)$ enters $2A/L$ multiplied by $2L_2^3/[(L_2^2-L_1^2)L]\approx9$, so 5 meV in the 512-atom energy shifts the result by about 0.05 eV.

## (f) Energies that have already been aligned

**Question.** Suppose the potential of each charged cell has been shifted to agree with the bulk at the point farthest from the defect. How much of $2C$ is still missing? Use the point-charge model, in which the potential at the cell corner is $-0.80194\,qk_e/(\varepsilon L)$ for a defect at the centre.

**Answer.** Shifting this potential to zero adds $+0.80194\,qk_e/(\varepsilon L)$ everywhere. The energy of charge $q$ rises by $q$ times the shift, $0.80194\,q^2k_e/(\varepsilon L)$. Unlike the common offset in (a), this shift is itself proportional to $q$, so its effect on $U$ does not cancel. The part still missing is

$$\frac{2k_e}{\varepsilon L}\left(\frac\alpha2-0.80194\right)=0.2267\times0.6167\ \text{eV}=0.14\ \text{eV}.$$

Alignment has supplied the other 0.18 eV. These figures belong to the corner point; the plane-averaged potential midway between defects is $-(\pi/6)\,qk_e/(\varepsilon L)$, and aligning to it leaves 0.20 eV missing. Adding the full $2C$ afterwards would count twice the part that alignment has already supplied. The double counting of this long-range part is avoided by subtracting the periodic point-charge potential first and aligning only the short-range remainder. That step is not exact at order $1/L^3$. In the model of (e) the remainder far from the defect is $-4\pi qk_e[(1-1/\varepsilon)\ell^2-\sigma^2/2\varepsilon]/L^3$, while the energy needs $2\pi q^2k_ec/L^3$. The $\sigma$ terms agree, but the $\ell$ term is supplied twice over, and $U$ comes out too high by $4\pi k_e(1-1/\varepsilon)\ell^2/L^3$, which is 0.03 eV for $\ell=0.05$ nm and 0.13 eV for $\ell=0.10$ nm.

## (g) Use for real silicon

**Question.** Which assumptions matter most when the result is applied to a real silicon defect?

**Answer.** The lattice constant, dielectric constant and gap are typical of silicon; the levels in (d) are chosen and belong to no named defect. The dielectric constant should be that of the electronic-structure method, because the computed cell screens with its own response. A value of 13 would reduce $2C$ to 0.29 eV. The response also depends on the k-point sampling of the cell: in an empirical-pseudopotential estimate without local fields, the dielectric function at the wavevector $2\pi/L$ is about 5.7 with the $\Gamma$ point alone and 6.0 with a $3\times3\times3$ mesh, so the formula presumes converged sampling. Relaxing the atoms adds no long-range ionic screening: the two atoms of the primitive cell are equivalent by symmetry and their effective charges must sum to zero, so each vanishes.

The most serious failure is loss of localization. A shallow state with a rough effective mass of $0.3\,m_e$ has radius $(11.7/0.3)\times0.0529\approx2$ nm, almost twice the cell side. Its charge fills the cell and overlaps its images, and the formula for $C$ does not apply. For a compact deep defect the long-range error is about 0.3 eV. In the model of (e) the total differs from this by a few hundredths of an eV for $\sigma\le0.2$ nm and $\ell$ near the Thomas–Fermi length, and it falls to 0.24 eV for a charge of width $\sigma=0.3$ nm. Overlap of defect wavefunctions between cells is a separate error, which this electrostatic model does not estimate.

## Computed values

```
Lattice constant a (rough)            0.543 nm
Cell side L, 64 atoms                 1.086 nm
Dielectric constant (rough)           11.7
Band gap (rough)                      1.12 eV
Temperature                           300 K
e^2/(4 pi eps0)                       1.43996 eV nm
Madelung constant, Ewald              2.83730
Madelung constant, direct sum         2.83730
Unit-cube integral of 1/r             2.38008
Average potential removed (times L)   0.52360
Correction C per charged state        0.1608 eV
Lowering of U, 2C                     0.3215 eV
Same, from 216 and 512 atom sums      0.3215 eV
Raw level (+/0)                       0.600 eV
Raw level (0/-)                       0.500 eV
Raw U                                 -0.100 eV
Corrected level (+/0)                 0.439 eV
Corrected level (0/-)                 0.661 eV
Corrected U                           0.222 eV
Neutral window, raw (scan)            0.000 eV
Neutral window, corrected (scan)      0.222 eV
Largest neutral fraction, raw         0.126
Largest neutral fraction, corrected   0.986
Lowering of U with the short-range terms included:
  sigma 0.10 nm, ell 0.05 nm          0.342 eV
  sigma 0.20 nm, ell 0.05 nm          0.305 eV
  sigma 0.10 nm, ell 0.10 nm          0.438 eV
Thomas-Fermi length, Si valence       0.0479 nm
2C with dielectric constant 13        0.289 eV
2C in 216-atom cell                   0.214 eV
2C in 512-atom cell                   0.161 eV
Far-point potential (times L)         -0.80194
Part of 2C left after far alignment   0.140 eV
Shallow-state mass (rough)            0.3 m_e
Shallow-state radius                  2.06 nm
```
